# RPA forces and dipoles from LDA orbitals need the relaxed density, part 2

Your code evaluates the RPA energy $E = E_{\rm EXX} + E_c$ (exact exchange plus direct RPA correlation) on closed-shell LDA orbitals. You want forces and a dipole moment. The belief under test is that the input density suffices, through your formula $\mathrm{Tr}(Dv) + dV_{nn}/d\lambda$. It fails because $E$ is not stationary in the input orbitals and their energies.

Units are Hartree atomic units. Real orbitals $\phi_p$ are labelled $i,j,k$ (occupied, o), $a,b,c$ (virtual, v) or $p,q,r,s$ (any). $D$ is the spin-summed input density matrix, $h$ the one-electron matrix, $v$ its derivative with respect to $\lambda$, and $V_{nn}$ the nuclear repulsion. With two-electron integrals $(pq|rs)$, $J[D]_{pq} = \sum_{rs}(pq|rs)D_{rs}$ and $K^x[D]_{pr} = \sum_{qs}(pq|rs)D_{qs}$. The orbitals diagonalize $F$ (for LDA, $h+J+v_{xc}$), with gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i$; $F^{\rm EXX} = h+J-\tfrac12K^x$.

In the space of pairs $ia$, $\Delta$ is the gap matrix, $V_{ia,jb}=(ia|jb)$, and $\Omega_n^2$ are the eigenvalues of $\Delta^{1/2}(\Delta+4V)\Delta^{1/2}$. The frequency integral defining $E_c$ gives

$$E_c = \tfrac12\sum_n\Omega_n - \tfrac12\mathrm{Tr}\,\Delta - \mathrm{Tr}\,V. \tag{3}$$

$W$ and $\Gamma$ are defined by $\delta E_c=\mathrm{Tr}(W\delta\Delta)+\mathrm{Tr}(\Gamma\,\delta V)$, and $M$ by $\delta E=\mathrm{Tr}(M\,\delta F)$ at fixed $h$:

$$M_{ij} = -\sum_aW_{ia,ja},\qquad M_{ab} = +\sum_iW_{ia,ib}. \tag{7}$$

$$g_{ia} = \underbrace{4F^{\rm EXX}_{ia}}_{g^x} + \underbrace{2\sum_{c,jb}\Gamma_{ic,jb}(ac|jb) - 2\sum_{k,jb}\Gamma_{ka,jb}(ki|jb)}_{g^c}. \tag{8}$$

$$M_{ia} = M_{ai} = -\frac{g_{ia}}{2\Delta_{ia}}. \tag{9}$$

In a basis fixed in space,

$$\frac{dE_{\rm LDA}}{d\lambda} = \mathrm{Tr}(Dv) + \frac{dV_{nn}}{d\lambda} \tag{5}$$

$$\frac{dE}{d\lambda} = \mathrm{Tr}\big[(D+\Delta D)\,v\big] + \frac{dV_{nn}}{d\lambda}. \tag{11}$$

Here $D+\Delta D$ is the relaxed density matrix, $\mathrm{Tr}\,\Delta D=0$, and $\mathrm{Tr}(\Delta D\,v)=\mathrm{Tr}(MF_1)$ with $F_1=dF/d\lambda$. The kernel $\mathcal K$ is defined by $\delta F=v\,\delta\lambda+\mathcal K[\delta D]$. In $\Delta D=M+Z$, $Z$ has only the elements $Z_{ia}=Z_{ai}=z_{ia}$. With $\mathcal K[Z]_{ia}=\sum_{jb}K^{ov}_{ia,jb}z_{jb}$, they solve

$$\big(\Delta + 2K^{ov}\big)z = -2\,\mathcal K[M]_{ov}. \tag{12}$$

### Other references, and when the belief would hold

With Hartree-Fock input, $F = F^{\rm EXX}$, so $g^x = 0$ (the Brillouin condition) and the input density gives the exact slope of $E_{\rm EXX}$. The blocks (7) and the gradient $g^c$ remain. The kernel is $\mathcal K = J-\tfrac12K^x$, and since $K^x[Z]_{ia} = \sum_{pq}(ip|aq)Z_{pq}$ receives the terms $(p,q) = (j,b)$ and $(b,j)$, one has $K^{ov}_{ia,jb} = 2(ia|jb)-\tfrac12[(ij|ab)+(ib|aj)]$.

The belief holds when $\mathrm{Tr}(MF_1)=0$. That happens if $F$ is chosen at every geometry to make the RPA energy itself stationary. If $F$ is the kinetic energy plus a local potential $v_s(\mathbf r)$, then $\delta E = \int M(\mathbf r,\mathbf r)\,\delta v_s\,d^3r$ with $M(\mathbf r,\mathbf r) = \sum_{pq}M_{pq}\phi_p\phi_q$, and the optimized-effective-potential condition sets this function to zero. Then $dE/d\lambda = \mathrm{Tr}(Dv)+dV_{nn}/d\lambda$, but $D$ is the density of that self-consistent RPA calculation and no longer the LDA density.

In a complete basis, the input-density forces pass simple sanity checks. They are the gradient of $E_{\rm LDA}$, so they are conservative and sum to zero over the nuclei. They belong to a different energy surface, and a geometry optimization driven by them ends at the LDA minimum whatever the RPA energy does.

### The moving basis

With atom-centred functions there is a second, independent correction. Treat the position of the nucleus and the position of its basis functions (and grid) as two variables, $E(R_{\rm nuc},R_{\rm bas})$. Along the physical path $R_{\rm nuc}=R_{\rm bas}=R$,

$$\frac{dE}{dR} = \frac{\partial E}{\partial R_{\rm nuc}} + \frac{\partial E}{\partial R_{\rm bas}} .$$

The first term is (11), or (5) for LDA. The second is the Pulay term. It is present for LDA too, because $E_{\rm LDA}$ is stationary in the orbital coefficients and not in the positions of the basis functions. A complete basis spans the same space wherever its functions are centred, so in that limit $E$ does not depend on $R_{\rm bas}$ and the Pulay term vanishes for both energies. The term $\mathrm{Tr}(\Delta D\,v)$ has no such reason to vanish: in that limit it is the difference between the slopes of two different potential curves.

### Hydrogen fluoride

Put F at the origin and H at $z = R = 1.75$ bohr. The basis is cc-pVTZ (44 functions, 5 occupied orbitals, $5\times39 = 195$ pairs), all electrons are correlated, and the input is LDA (Slater exchange with VWN5 correlation) on a grid of 13280 points. The smallest gap is 0.3455 Eh. The energies are $E_{\rm LDA} = -99.834074$ Eh, $E_{\rm EXX} = -100.044243$ Eh and $E_c = -0.426242$ Eh, so $E = -100.470485$ Eh. These values belong to this basis and grid: a grid of 29104 points moves $E_{\rm LDA}$ by $2\times10^{-6}$ Eh, and $E_c$ is far from converged in the basis, being $-0.503$ Eh in cc-pVQZ. Equation (3) and a quadrature of the frequency integral both give $E_c = -0.42624153$ Eh.

*Stationarity.* The orbital gradients have the norms $\|g^x\| = 1.147$ Eh and $\|g^c\| = 0.251$ Eh. By the triangle inequality the norm of their sum is at least $1.147-0.251 = 0.896$ Eh, so the total gradient is not zero. The gap dependence is measured by $\mathrm{Tr}M_{vv} = 0.149$ electrons. As a direct test, $F$ was changed along a random symmetric direction, $F+tX$, at fixed $h$. The finite-difference slopes are $-3.6\times10^{-11}$ for $E_{\rm LDA}$, which is zero within numerical noise, $0.020010$ for $E_{\rm EXX}$ and $-0.004248$ for $E_c$, and the last two are tested against $\mathrm{Tr}(MX)$ from (7) to (9).

This has a practical consequence. An incompletely converged SCF leaves an error $\delta F$, which enters $E_{\rm LDA}$ at second order but enters $E$ at first order as $\mathrm{Tr}(M\delta F)$, and a finite difference divides that error by the step. Convergence must be judged on the orbital gradient and not on the LDA energy.

*Force with the basis held fixed.* All forces are $-dE/dR$ on H, positive when they lengthen the bond. The nucleus is moved through the fixed basis and grid, with a new SCF at each point. The difference formula is $[-E(2s)+8E(s)-8E(-s)+E(-2s)]/12s$ with $s = 0.002$ bohr; in its Taylor expansion the even terms cancel by symmetry, the linear terms give $(-4+16)s/12s = 1$, and the cubic terms cancel because $-2\cdot8+16 = 0$, so the error is of order $s^4$.

The nuclear repulsion $9/R$ gives $+9/1.75^2 = 2.938776$ Eh/bohr and the input density gives $-2.927035$ Eh/bohr. Their sum is $0.01174$ Eh/bohr, and the finite difference of $E_{\rm LDA}$ is $0.011740$ Eh/bohr, as (5) requires. The pieces of $-\mathrm{Tr}(\Delta D\,v)$ are:

| piece | force (Eh/bohr) |
|---|---|
| exchange, $M_{ov}$ | $-0.055837$ |
| exchange, $Z$ | $+0.013486$ |
| correlation, $M_{oo}+M_{vv}$ | $+0.020513$ |
| correlation, $M_{ov}$ | $+0.034280$ |
| correlation, $Z$ | $-0.013226$ |

The exchange correction is $-0.055837+0.013486 = -0.042351$, which predicts $0.011740-0.042351 = -0.030611$ Eh/bohr for $E_{\rm EXX}$; the finite difference is $-0.030611$. The correlation correction is $0.020513+0.034280-0.013226 = 0.041567$ Eh/bohr, and the finite difference of $E_c$ is $0.041567$. The RPA force is $0.011740-0.042351+0.041567 = 0.010956$ Eh/bohr by (11) and $0.010956$ by finite differences.

The input density is thus wrong by $0.000784$ Eh/bohr (0.040 eV/Å), which is 7% of the fixed-basis RPA force at this geometry. That is far above the numerical agreement between the analytic and finite-difference values, but it is small compared with its parts: two corrections of about 0.042 Eh/bohr with opposite signs nearly cancel. The two $Z$ terms nearly cancel as well, leaving $0.013486-0.013226 = 0.000260$ Eh/bohr, so dropping $Z$ would give $0.010696$ in place of $0.010956$. The near-cancellation of the exchange and correlation corrections is no identity, and it is particular to this basis. With cc-pVDZ at the same bond length the two corrections are $-0.036$ and $+0.044$ Eh/bohr, so the input density is wrong by about $0.009$ Eh/bohr, and in the opposite direction. With cc-pVQZ they are $-0.044$ and $+0.038$ Eh/bohr, and the error is $0.0065$ Eh/bohr in the same direction as in cc-pVTZ, about eight times larger. For the dipole below the cancellation is also much less complete.

*Force with the basis moving.* Central differences with a step of 0.0005 bohr give the basis-only slopes, and the sum of nucleus-only and basis-only slopes is tested against the slope along the physical path. For LDA, $0.01174-0.00574 = 0.00600$ Eh/bohr. For RPA, $0.01096-0.01687 = -0.00591$ Eh/bohr. The true forces of the two methods in this basis have opposite signs and differ by $0.0119$ Eh/bohr (0.61 eV/Å).

Three comparisons must be kept apart. A code that applies your formula literally obtains $+0.01174$ Eh/bohr where the RPA energy curve has $-0.00591$, an error of $0.01765$ Eh/bohr made of $0.00078$ from non-stationarity at fixed basis and $0.01687$ from the Pulay term. A code that uses the full LDA gradient, Pulay term included, is off by $0.0119$, made of the same $0.0008$ and of $0.0111$ from the difference of the Pulay terms. In a complete basis both Pulay terms vanish and all these measures merge into the single number $-\mathrm{Tr}(\Delta D\,v)$ for the slope. In cc-pVTZ they range from $0.0008$ to $0.018$ Eh/bohr, so this calculation does not determine that limit, and the fixed-basis value $0.0008$ should not be read as an estimate of it: the split between $-\mathrm{Tr}(\Delta D\,v)$ and the Pulay terms depends on the basis, and in this basis most of the LDA-RPA difference is carried by the basis-motion term. The RPA Pulay term, about three times the LDA one, consists of $-0.0077$ Eh/bohr from $E_{\rm EXX}$ and $-0.0092$ Eh/bohr from $E_c$, so most of the excess over the LDA value comes from correlation; that this reflects the poorer description of the virtual space in a finite basis is a conjecture that is not tested here. In cc-pVQZ the Pulay terms drop to $-0.0037$ (LDA) and $-0.0097$ (RPA) Eh/bohr, and the difference of the full forces is $0.0124$ Eh/bohr, made of $0.0065$ from non-stationarity and $0.0060$ from the Pulay terms: the total changes little from cc-pVTZ while the split changes a great deal.

*Bond lengths.* Near $R = 1.75$ bohr write $E(x) = E_0+g_1x+\tfrac12kx^2+\tfrac16c_3x^3$ along the physical path. With points at $x = \pm H$, $H = 0.03$ bohr, the even part gives $k = [E(H)+E(-H)-2E_0]/H^2$ and the odd part gives $c_3 = 6\{[E(H)-E(-H)]/2-g_1H\}/H^3$. The results are $k = 0.602$ and $0.592$ Eh/bohr² and $c_3 = -2.29$ and $-2.31$ Eh/bohr³ for LDA and RPA. The minimum solves $g_1+kx+\tfrac12c_3x^2 = 0$. To leading order $x = -g_1/k$, which is $0.00600/0.602 = +0.0100$ bohr for LDA and $-0.00591/0.592 = -0.0100$ bohr for RPA; the cubic term shifts each by $-c_3x^2/2k\approx0.0002$ bohr. The equilibrium distances are 1.760 bohr (0.931 Å) for LDA and 1.740 bohr (0.921 Å) for RPA in this basis. An optimizer fed LDA gradients would miss the RPA minimum by 0.020 bohr, about 1% of the bond length. The third decimal depends on the basis: cc-pVQZ gives 1.759 and 1.738 bohr (a difference of 0.021), and adding core-valence functions on F (cc-pCVTZ) gives 1.760 and 1.743 bohr (a difference of 0.018).

*Dipole moment.* A uniform field $\mathcal E$ along $z$ adds $+\mathcal Ez$ for an electron and $-\mathcal EZ_Az_A$ for a nucleus, which is $-\mathcal ER$ in total because F sits at the origin. With $\mu = -dE/d\mathcal E$, equation (11) gives $\mu = R-\mathrm{Tr}[(D+\Delta D)z]$, and $\mathrm{Tr}\,\Delta D = 0$ keeps it independent of the origin. The basis does not depend on the field, so no Pulay term exists and the whole discrepancy is non-stationarity. The input density gives $0.72416\ e\,$bohr, equal to the finite difference of $E_{\rm LDA}$ with field steps of 0.001 atomic units. The corrections are $+0.05771$ from exchange and $-0.08974$ from correlation, so $0.72416+0.05771-0.08974 = 0.6921\ e\,$bohr, and both the relaxed density and the finite difference of the RPA energy give $0.69214$. The input density yields 1.841 D and RPA yields 1.759 D; the error of $0.0320\ e\,$bohr is 4.6% of the RPA value. Here correlation overcompensates exchange, and about a third of the larger correction survives. These numbers are not converged in the basis: cc-pVQZ gives 1.831 and 1.770 D (error $0.024\ e\,$bohr, 3.4%) and aug-cc-pVTZ gives 1.812 and 1.757 D (error $0.021\ e\,$bohr, 3.1%), with about a quarter to a third of the correlation correction surviving.

*Hartree-Fock input.* The exchange gradient drops to $5\times10^{-11}$ Eh, the level of SCF convergence, while $\|g^c\| = 0.199$ Eh. The input-density force in the fixed basis is $-0.027579$ Eh/bohr and equals the finite difference of $E_{\rm EXX}$. The RPA force is $-0.005872$ Eh/bohr from the relaxed density and from finite differences. With no exchange correction to cancel against, the full correlation correction of $-0.005872+0.027579 = 0.021707$ Eh/bohr is the error of the belief, 3.7 times the size of the fixed-basis RPA force at this geometry (a ratio that depends on how close that force happens to be to zero).

For your code, this means one solution of (12) per geometry, after which (11) gives the dipole and every other one-electron derivative in a fixed basis, while nuclear forces in an atom-centred basis need the basis-motion term in addition. The program that produced the cc-pVTZ numbers and its output are printed below.

## Table of computed values

```
hydrogen fluoride, cc-pVTZ: 44 AOs, 5 occupied, 195 pairs, 13280 grid points
R: 1.750 bohr
LDA HOMO-LUMO gap: 0.345505 Eh
E_LDA: -99.834074 Eh
E_EXX: -100.044243 Eh
E_c plasmon: -0.42624153 Eh
E_c quadrature: -0.42624153 Eh
E_RPA: -100.470485 Eh
norm g exchange: 1.1474 Eh
norm g correlation: 0.2510 Eh
Tr M_vv: 0.1491 electrons
probe slopes LDA, EXX, c: -3.6e-11 0.020010 -0.004248 (dimensionless)
-- force on H, fixed basis, LDA input (steps 0.002 bohr) --
nuclear repulsion part: 2.938776 Eh/bohr
electronic part, input D: -2.927035 Eh/bohr
Hellmann-Feynman, input density: 0.011740 Eh/bohr
finite diff E_LDA: 0.011740 Eh/bohr
M ov exchange: -0.055837 Eh/bohr
Z exchange: 0.013486 Eh/bohr
M oo+vv correlation: 0.020513 Eh/bohr
M ov correlation: 0.034280 Eh/bohr
Z correlation: -0.013226 Eh/bohr
exchange correction: -0.042351 Eh/bohr
correlation correction: 0.041567 Eh/bohr
finite diff E_EXX: -0.030611 Eh/bohr
finite diff E_c: 0.041567 Eh/bohr
RPA, relaxed density: 0.010956 Eh/bohr
RPA, finite diff: 0.010956 Eh/bohr
error of the belief: 0.000784 Eh/bohr
error of the belief: 0.0403 eV/Angstrom
-- force on H, moving basis (step 0.0005 bohr) --
Pulay LDA: -0.00574 Eh/bohr
Pulay RPA: -0.01687 Eh/bohr
total LDA: 0.00600 Eh/bohr
total RPA: -0.00591 Eh/bohr
LDA minus RPA: 0.01192 Eh/bohr
LDA minus RPA: 0.613 eV/Angstrom
curvature LDA: 0.602 Eh/bohr^2
curvature RPA: 0.592 Eh/bohr^2
cubic LDA: -2.29 Eh/bohr^3
cubic RPA: -2.31 Eh/bohr^3
R_e LDA: 1.760 bohr = 0.931 Angstrom (fit points +-0.03 bohr)
R_e RPA: 1.740 bohr = 0.921 Angstrom
-- dipole, LDA input (field steps 0.001 au) --
input density: 0.72416 e bohr
finite diff E_LDA: 0.72416 e bohr
exchange correction: 0.05771 e bohr
correlation correction: -0.08974 e bohr
RPA relaxed: 0.69214 e bohr
RPA finite diff: 0.69214 e bohr
input vs RPA: 1.841 D vs 1.759 D
-- force on H, fixed basis, Hartree-Fock input --
norm g exchange: 5e-11 Eh
norm g correlation: 0.1988 Eh
Hellmann-Feynman, input density: -0.027579 Eh/bohr
finite diff E_EXX: -0.027579 Eh/bohr
RPA, relaxed density: -0.005872 Eh/bohr
RPA, finite diff: -0.005872 Eh/bohr
```
